\section*{Phase stability and longitudinal acceptance of a Stark decelerator}

\section{The choice of phase angle}

Designing a Stark decelerator means choosing a phase angle. A large angle removes more energy at each field stage, so the machine is shorter. A small angle keeps a larger region of initial positions and velocities together. The choice needs two functions of the angle: the number of stages, which follows from energy conservation, and the longitudinal acceptance, which follows from the theorem below.

\section{Setting and assumptions}

Field stages lie at spacing $L$ along the axis $z$. Alternate stages are energized and the others grounded; a switch exchanges the two sets. The reduced position $\theta=\pi z/L$ is measured in the configuration that is on, with an energized stage at $\theta=90^\circ$ and a grounded one at $-90^\circ$. A switch displaces the field pattern by $L$, so a molecule at $\theta$ just before it is at $\theta-\pi$ just after it.

The switches are timed by one synchronous molecule, of speed $v$: each occurs when this molecule reaches $\theta=\phi_0$. The phase $\phi$ of any other molecule is its $\theta$ just before a switch, and $u$ is its velocity relative to the synchronous one. The assumptions are:

(i) The molecule, of mass $m$, moves on the axis and stays in one low-field-seeking Stark state, including during the switches.

(ii) Its potential energy has the form
\begin{equation}
W(\theta)=\tfrac12\Delta W_0\sin\theta+W_{\rm e}(\theta),\qquad W_{\rm e}(\theta+\pi)=W_{\rm e}(\theta),
\label{W}
\end{equation}
with $\Delta W_0>0$. The part $W_{\rm e}$ holds the constant and the even harmonics; odd harmonics above the first are neglected.

(iii) $\Delta W_0\ll mv^2$ and $|u|\ll v$. The variation of $W_{\rm e}$ along the axis is at most of the order of $\Delta W_0$.

\section{Theorem}

Under these assumptions, to leading order in the small ratios and averaged over stages, the phase obeys the equation of a pendulum with a constant torque,
\begin{equation}
\frac{mL}{\pi}\,\ddot\phi=-\frac{\Delta W_0}{L}\left(\sin\phi-\sin\phi_0\right).
\label{pend}
\end{equation}
For $0\le\phi_0<90^\circ$ the motion about $\phi_0$ is stable, and the stable region is bounded by the separatrix
\begin{align}
u^2&=\frac{2\Delta W_0}{\pi m}\,g(\phi),\label{sep}\\
g(\phi)&=\cos\phi+\cos\phi_0-(\pi-\phi_0-\phi)\sin\phi_0,\label{g}
\end{align}
between $\phi_{\rm low}$, the largest zero of $g$ below $\phi_0$, and $\pi-\phi_0$. The acceptance, meaning the area enclosed in the $(z,u)$ plane, is
\begin{equation}
A(\phi_0)=\frac{2L}{\pi}\sqrt{\frac{2\Delta W_0}{\pi m}}\int_{\phi_{\rm low}}^{\pi-\phi_0}\!\sqrt{g(\phi)}\,d\phi .
\label{A}
\end{equation}

\section{Lemma 1: energy removed per stage}

A molecule that travels from $\phi-\pi$ to $\phi$ between two switches loses the kinetic energy $\Delta W_0\sin\phi$.

\emph{Proof.} The potential is static between switches, so the loss is the rise in potential energy. Since $W_{\rm e}$ has period $\pi$, it cancels:
\begin{align}
W(\phi)-W(\phi-\pi)&=\tfrac12\Delta W_0\left[\sin\phi-\sin(\phi-\pi)\right]\nonumber\\
&=\Delta W_0\sin\phi,
\end{align}
because $\sin(\phi-\pi)=-\sin\phi$. An instantaneous switch changes the potential energy but not the velocity, so the loss is not returned. $\square$

The synchronous molecule makes this same journey in every stage. After $n$ stages its speed is therefore given by
\begin{equation}
v_n^2=v_0^2-\frac{2n\,\Delta W_0\sin\phi_0}{m}.
\label{vn}
\end{equation}
It slows for $0<\phi_0<180^\circ$. Energy loss alone does not distinguish $\phi_0$ from $180^\circ-\phi_0$; stability does.

\section{Lemma 2: the mean force}

To leading order, the force on a molecule of phase $\phi$, averaged over the time between switches, is $-(\Delta W_0/L)\sin\phi$.

\emph{Proof.} By (iii) the molecule crosses the stage at nearly constant speed $v$, in a time $L/v$, and covers nearly the distance $L$ from $\phi-\pi$ to $\phi$. With $dt=dz/v$ and the force $F=-dW/dz$, the impulse is
\begin{equation}
\int F\,dt\simeq\frac1v\int F\,dz=-\frac{W(\phi)-W(\phi-\pi)}{v}=-\frac{\Delta W_0\sin\phi}{v}.
\end{equation}
Division by $L/v$ gives the stated force. $\square$

The speed has cancelled. The averaged force in time is thus the same at every stage, although the beam slows down.

\section{Proof of the theorem}

\subsection{Equation of motion}

At a switch both molecules are measured in the same field pattern, so their separation is $z-z_{\rm s}=L(\phi-\phi_0)/\pi$. Lemma 2 applies to each of them. Subtracting the two equations of motion gives
\begin{equation}
m\frac{d^2(z-z_{\rm s})}{dt^2}=-\frac{\Delta W_0}{L}\left(\sin\phi-\sin\phi_0\right).
\end{equation}
Since $\phi_0$ is constant, the left side is $(mL/\pi)\ddot\phi$, which is \eqref{pend}. The term in $\sin\phi_0$ is the constant torque. It is the inertial force in the frame of the slowing synchronous molecule.

Treating $\phi$ as a continuous function of time requires that it change little from one switch to the next. This is checked below.

\subsection{Equilibria}

The right side of \eqref{pend} vanishes at $\phi_0$ and at $\pi-\phi_0$. With $\phi=\phi_0+\delta$ and small $\delta$, $\sin\phi-\sin\phi_0\simeq\delta\cos\phi_0$, so
\begin{equation}
\ddot\delta=-\omega^2\delta,\qquad \omega^2=\frac{\pi\,\Delta W_0\cos\phi_0}{mL^2}.
\label{omega}
\end{equation}
For $\phi_0<90^\circ$ this is an oscillation. A molecule slightly ahead of the synchronous one loses more energy over the stage and falls back; one behind loses less and catches up. At $\pi-\phi_0$ the cosine changes sign and $\delta$ grows exponentially: there a molecule that is ahead loses less energy.

The phase advance of this oscillation per stage is $\omega L/v$, and by \eqref{omega}
\begin{equation}
\left(\frac{\omega L}{v}\right)^2=\frac{\pi\,\Delta W_0\cos\phi_0}{mv^2}.
\label{adv}
\end{equation}
The condition for a continuous description is therefore the condition $\Delta W_0\ll mv^2$ already assumed.

\subsection{First integral and separatrix}

Multiply the equation of motion $m\dot u=-(\Delta W_0/L)(\sin\phi-\sin\phi_0)$ by $u=(L/\pi)\dot\phi$:
\begin{align}
m u\dot u&=-\frac{\Delta W_0}{\pi}\left(\sin\phi-\sin\phi_0\right)\dot\phi\nonumber\\
&=\frac{d}{dt}\left[\frac{\Delta W_0}{\pi}\left(\cos\phi+\phi\sin\phi_0\right)\right].
\end{align}
The left side is the derivative of $mu^2/2$. Hence
\begin{equation}
H=\frac{mu^2}{2}-\frac{\Delta W_0}{\pi}\left(\cos\phi+\phi\sin\phi_0\right)
\label{H}
\end{equation}
is constant. The second term is a cosine potential on a slope. It has a minimum at $\phi_0$ and a maximum at $\pi-\phi_0$. The separatrix is the curve through this maximum with $u=0$. Setting $H$ equal to its value there, and using $\cos(\pi-\phi_0)=-\cos\phi_0$,
\begin{equation}
\frac{mu^2}{2}=\frac{\Delta W_0}{\pi}\left[\cos\phi+\phi\sin\phi_0+\cos\phi_0-(\pi-\phi_0)\sin\phi_0\right].
\end{equation}
The bracket is $g(\phi)$ of \eqref{g}, which proves \eqref{sep}.

\subsection{The curve is closed}

The derivative is $g'(\phi)=\sin\phi_0-\sin\phi$. Take first $0<\phi_0<90^\circ$. Between $\phi_0$ and $\pi-\phi_0$, $g'$ is negative and $g$ falls to zero at the upper end. Between $-\pi-\phi_0$ and $\phi_0$, $g'$ is positive. At the lower end of that interval
\begin{equation}
g(-\pi-\phi_0)=-\cos\phi_0+\cos\phi_0-2\pi\sin\phi_0<0,
\end{equation}
while at the top
\begin{equation}
g(\phi_0)=2\left[\cos\phi_0-\left(\tfrac{\pi}{2}-\phi_0\right)\sin\phi_0\right].
\label{gtop}
\end{equation}
With $\varepsilon=\pi/2-\phi_0$ the bracket is $\sin\varepsilon-\varepsilon\cos\varepsilon$, which is positive because $\tan\varepsilon>\varepsilon$. So $g$ has one zero $\phi_{\rm low}$ in the lower interval, and the curve closes there. For $\phi_0=0$, $g=1+\cos\phi$ and the limits are $\pm\pi$.

The curve has branches $\pm u$, and $dz=(L/\pi)\,d\phi$. Its area is $(2L/\pi)\int u\,d\phi$ with $u>0$, which is \eqref{A}. $\square$

\section{Corollaries}

\subsection{Largest relative speed}

From \eqref{sep} and \eqref{gtop},
\begin{equation}
u_{\max}^2=\frac{4\Delta W_0}{\pi m}\left[\cos\phi_0-\left(\tfrac{\pi}{2}-\phi_0\right)\sin\phi_0\right].
\label{umax}
\end{equation}
Thus $u_{\max}/v$ is at most of order $(\Delta W_0/mv^2)^{1/2}$: for trapped molecules the second condition in (iii) follows from the first.

\subsection{No deceleration}

For $\phi_0=0$, $g=1+\cos\phi=2\cos^2(\phi/2)$. The integral of $\sqrt g$ from $-\pi$ to $\pi$ is $\sqrt2\times4$, so
\begin{equation}
A(0)=\frac{2L}{\pi}\sqrt{\frac{2\Delta W_0}{\pi m}}\;4\sqrt2=\frac{16L}{\pi}\sqrt{\frac{\Delta W_0}{\pi m}}.
\label{A0}
\end{equation}
The relative acceptance depends on the phase angle alone:
\begin{equation}
\alpha(\phi_0)=\frac{A(\phi_0)}{A(0)}=\frac{1}{4\sqrt2}\int_{\phi_{\rm low}}^{\pi-\phi_0}\!\sqrt{g}\,d\phi .
\label{alpha}
\end{equation}

\subsection{Small phase angle}

Put $\phi_{\rm low}=-\pi+y$ with $y$ and $\phi_0$ small. Then $\cos\phi_{\rm low}\simeq-1+y^2/2$, $\cos\phi_0\simeq1$, and the last term of $g$ is $-2\pi\phi_0$ to leading order. Setting $g=0$ gives
\begin{equation}
y\simeq2\sqrt{\pi\phi_0}.
\end{equation}
The square root means that even a slight deceleration cuts off much of the tail of the stable region.

\subsection{Phase angle near $90^\circ$}

Write $\phi=\pi/2+x$ with $x$ of the order of $\varepsilon$. Then $\cos\phi=-\sin x$, $\cos\phi_0=\sin\varepsilon$, $\sin\phi_0=\cos\varepsilon$ and $\pi-\phi_0-\phi=\varepsilon-x$. To third order,
\begin{align}
g&=-\sin x+\sin\varepsilon-(\varepsilon-x)\cos\varepsilon\nonumber\\
&\simeq-x+\frac{x^3}{6}+\varepsilon-\frac{\varepsilon^3}{6}-(\varepsilon-x)\left(1-\frac{\varepsilon^2}{2}\right)\nonumber\\
&=\frac{x^3-3\varepsilon^2x+2\varepsilon^3}{6}=\frac{(x-\varepsilon)^2(x+2\varepsilon)}{6}.
\end{align}
The stable region runs from $x=-2\varepsilon$ to $\varepsilon$. With $s=x+2\varepsilon$,
\begin{align}
\int\!\sqrt g\,d\phi&\simeq\frac{1}{\sqrt6}\int_0^{3\varepsilon}(3\varepsilon-s)\sqrt s\,ds\nonumber\\
&=\frac{(3\varepsilon)^{5/2}}{\sqrt6}\left(\frac23-\frac25\right)=\frac{4\,(3\varepsilon)^{5/2}}{15\sqrt6}.
\end{align}
Division by $4\sqrt2$ gives the factor $3^{5/2}/(15\sqrt{12})=9\sqrt3/(30\sqrt3)$, so
\begin{equation}
\alpha\simeq\tfrac{3}{10}\,\varepsilon^{5/2}.
\label{lim}
\end{equation}
The simple estimate $(1-\sin\phi_0)/(1+\sin\phi_0)$ tends instead to $\varepsilon^2/4$. It has the wrong power and overestimates the acceptance of a strongly decelerating machine.

\section{A rotating molecule as an example}

\subsection{Stark energy}

Consider a model symmetric top with dipole $\mu$ along its figure axis, at angle $\beta$ to the field, in the state $J=K=1$, $M=-1$. With $c=\cos\beta$, its angular function $\Theta$ satisfies
\begin{equation}
\frac{d}{dc}\left[(1-c^2)\frac{d\Theta}{dc}\right]-\frac{(M-Kc)^2}{1-c^2}\Theta+\left[J(J+1)-K^2\right]\Theta=0.
\end{equation}
The function $\Theta=1-c$ solves it, since the three terms are $2c$, $-(1+c)$ and $1-c$. Therefore
\begin{equation}
\langle\cos\beta\rangle=\frac{\int_{-1}^{1}c(1-c)^2dc}{\int_{-1}^{1}(1-c)^2dc}=\frac{-4/3}{8/3}=-\frac12 ,
\end{equation}
and to first order in the field $E$ the energy is $W=-\mu E\langle\cos\beta\rangle=\mu E/2$. Mixing of different $J$ and any inversion splitting are left out.

The model field, with peak value $E_{\rm p}$ and $b=0.10$, is
\begin{equation}
E(\theta)=E_{\rm p}\left(\tfrac12-b+\tfrac12\sin\theta-b\cos2\theta\right).
\end{equation}
It equals $E_{\rm p}$ at an energized stage and zero at a grounded one, so $\Delta W_0=\mu E_{\rm p}/2$. At the zero of the field, assumption (i) is a real restriction: the first-order energies of the states with different $M$ coincide there, and a weak stray field across the axis can change the state.

\subsection{Slowing from 300 to 100 m/s}

For $\mu=1.5$ D and $E_{\rm p}=100$ kV/cm, $\Delta W_0=1.259$ cm$^{-1}$. This first-order value requires $\mu E_{\rm p}$ to be small against the rotational spacing. With a rotational constant of 5.14 cm$^{-1}$ and an inversion splitting of 0.053 cm$^{-1}$, close to those of ND$_3$, the full Stark shift at the peak field is 1.185 cm$^{-1}$, 6\% lower, and $W$ acquires a third harmonic of about 1\% of the first; with a rotational constant of 1 cm$^{-1}$ and no splitting the shift is 23\% lower. The numbers below belong to the first-order model. A molecule of 20 u at 300 m/s has kinetic energy 75.23 cm$^{-1}$, so
\begin{equation}
\frac{\Delta W_0}{m}=\frac{1.2594}{2\times75.23}\,(300\ {\rm m/s})^2=753\ {\rm m^2/s^2}.
\end{equation}
At $\phi_0=45^\circ$ each stage removes $1.2594\times0.7071=0.8905$ cm$^{-1}$. Slowing to 100 m/s removes $8/9$ of the energy, 66.87 cm$^{-1}$, and $66.87/0.8905=75.1$. With 75 stages the final speed is 100.5 m/s.

For $L=5$ mm, \eqref{omega} gives
\begin{equation}
\frac{\omega}{2\pi}=\frac{\sqrt{\pi\times753\times0.7071}}{2\pi\times0.005}\ {\rm Hz}\simeq1.30\ {\rm kHz},
\end{equation}
or 2.4 oscillations in the 1.86 ms of flight. The bracket in \eqref{umax} is $0.7071(1-0.7854)=0.1517$, so
\begin{equation}
u_{\max}=2\sqrt{\frac{753\times0.1517}{\pi}}\ {\rm m/s}\simeq12.1\ {\rm m/s}.
\end{equation}
The corresponding well depth is 0.122 cm$^{-1}$, about a seventh of the energy removed in one stage. The stable region extends from $-3.2^\circ$ to $135^\circ$, a length of 3.84 mm. From \eqref{A0}, $A(0)=394$ mm\,m/s; with $\alpha=0.163$ the acceptance is 64.2 mm\,m/s.

\subsection{Choosing the angle}

For several angles, the table gives the largest whole number of stages that leaves the speed at or above 100 m/s, and the acceptance:
\begin{center}
\begin{tabular}{rrrr}
$\phi_0$ & stages & $A$ (mm\,m/s) & $\alpha$\\
$15^\circ$ & 205 & 231.6 & 0.587\\
$30^\circ$ & 106 & 131.5 & 0.333\\
$45^\circ$ & 75 & 64.2 & 0.163\\
$60^\circ$ & 61 & 23.4 & 0.059\\
$75^\circ$ & 54 & 4.1 & 0.011
\end{tabular}
\end{center}
Going from $30^\circ$ to $45^\circ$ saves 31 stages and halves the acceptance. Going from $60^\circ$ to $75^\circ$ saves about 6 and costs a factor of 5.6. (The table shows a difference of 7 because of the rounding down: the unrounded numbers are 61.3 and 55.0, and 54 stages at $75^\circ$ end at about 107 m/s.) The reason is that the energy per stage is flat near its maximum, $\sin\phi_0\simeq1-\varepsilon^2/2$, while $A$ vanishes as $\varepsilon^{5/2}$.

The limit \eqref{lim} is useful well away from $90^\circ$: at $45^\circ$ it gives 0.164 against 0.163. The simple estimate agrees closely at $30^\circ$ but is 21\% above the integral at $60^\circ$. The small-angle formula puts $\phi_{\rm low}$ at $-76^\circ$ for $\phi_0=15^\circ$; the actual zero is at $-81.5^\circ$.

Acceptance is a phase-space area for one stable region. It is proportional to the number of molecules kept if the beam fills that region uniformly and the flight lasts long enough for molecules outside the separatrix to leave. At $75^\circ$ the flight holds only about one oscillation, and the number still near the synchronous molecule at the exit exceeds $A$ by 15\% within 0.1 rad and $1.1\,u_{\max}$ of the stable region, and by 25\% within 0.3 rad and $1.3\,u_{\max}$. Also, a beam with a narrow velocity spread gains less from a small $\phi_0$.

\section{How far the averaging holds}

The averaged result was tested against trajectories in the switched potential, computed without averaging and with the even harmonic present. For a 1500 m/s beam over 900 stages, the trapped areas at $15^\circ$, $45^\circ$ and $60^\circ$ agree with \eqref{A} to 0.4\% or better, which is about the resolution of the counting grid, and the small-oscillation frequency at $45^\circ$ agrees with \eqref{omega} to 0.05\%. A molecule started 0.05 rad ahead of a synchronous phase of $120^\circ$ is lost, whereas at $60^\circ$, with the same energy loss per stage, it stays within 0.05 rad. The results of these tests are in the numerical output.

The 300 m/s beam, taken at $\phi_0=45^\circ$, is a harder case. By \eqref{adv} its phase advance per stage grows from 0.14 rad at the entrance to 0.41 rad at the exit, and $\Delta W_0/mv^2$ from 0.008 to 0.075. A direct count of the molecules still near the stable region at the exit gives 1.004 times the averaged acceptance; the last digit moves between 1 and 4 with the counting grid and with the margin that defines ``near'', and about 5\% of the molecules that start inside the averaged separatrix end outside it. At this angle, then, the discreteness of the stages does not appreciably change the number of molecules delivered at 100 m/s. This is a net number: some molecules near the separatrix may be lost and others gained, and 2.4 oscillations are too few to reveal a slow loss there. The count says nothing about lower speeds. As $v\to0$ the ratio $\Delta W_0/mv^2$ diverges and the derivation no longer applies.

Two further limits lie outside the theorem. Motion off the axis can couple to the longitudinal oscillation, which a one-dimensional treatment cannot show; the acceptances in the table are longitudinal only and need not give the ratio of molecules that a real machine transmits at two angles. A third harmonic $w_3\sin3\theta$ in $W$ would add $2w_3\sin3\phi$ to the energy removed per stage, by the argument of Lemma 1. The mean force, the first integral and the separatrix would then have to be rebuilt from that sum.

\section*{Numbers as computed}
\begin{verbatim}
mass = 20.0 u
dipole moment = 1.50 D
peak field = 100 kV/cm
stage spacing L = 5.0 mm
relative second harmonic of field = 0.10
mean cosine in Stark state = -0.5000
dW0 = 1.2594 cm^-1 = 2.5017e-23 J
initial kinetic energy = 75.23 cm^-1
initial speed = 300.0 m/s
Example at phi0 = 45 deg:
energy removed per stage = 0.8905 cm^-1
number of stages = 75
final speed, formula = 100.51 m/s
final speed, trajectory = 100.51 m/s
time in decelerator = 1.862 ms
oscillation frequency omega/2pi = 1302.1 Hz
oscillations completed = 2.42
phase advance per stage, entrance = 0.136 rad
phase advance per stage, exit = 0.407 rad
dW0/(m v^2), entrance = 0.0084
dW0/(m v^2), exit = 0.0746
separatrix phase limits = -3.20 to 135.00 deg
separatrix length = 3.839 mm
largest relative speed = 12.064 m/s
well depth = 0.1217 cm^-1
acceptance = 64.154 mm m/s
simulated/averaged acceptance, this beam = 1.004
acceptance at phi0=0 = 394.317 mm m/s
Table: phi0(deg) phi_low(deg) phi_high(deg) u_max(m/s)
       A(mm m/s) alpha (1-sin)/(1+sin) stages to 100 m/s
  0  -180.00  180.00  30.970  394.317 1.00000 1.00000 none
 15   -81.51  165.00  24.525  231.567 0.58726 0.58879 205
 30   -38.69  150.00  18.123  131.462 0.33339 0.33333 106
 45    -3.20  135.00  12.064   64.154 0.16270 0.17157 75
 60    29.13  120.00   6.682   23.370 0.05927 0.07180 61
 75    59.90  105.00   2.387    4.144 0.01051 0.01733 54
 85    80.00   95.00   0.461    0.266 0.00067 0.00191 53
alpha/(0.3 eps^2.5) at eps = 0.05 rad: 0.99996
Fast-beam tests: 1500 m/s, 900 stages
simulated/averaged acceptance at 15 deg = 0.9997
simulated/averaged acceptance at 45 deg = 1.0009
simulated/averaged acceptance at 60 deg = 1.0032
simulated/formula frequency at 45 deg = 0.99958
phase drift from start near 120 deg = 423.2 rad
largest excursion near 60 deg = 0.0500 rad
\end{verbatim}
